# Energy transfer from boron and arsenic to silicon in head-on collisions

## Problem

In ion implantation, dopant atoms are shot into silicon and slow down partly by colliding with silicon nuclei. Consider a single collision. An ion of mass $m$, speed $v$ and kinetic energy $E=\tfrac12 mv^2$ meets a silicon atom of mass $M$ that is free and at rest. The collision is elastic and non-relativistic, and the force acts along the line joining the two atoms. "Head-on" means that the impact parameter $p$ is zero: without a force, the ion would pass through the centre of the silicon atom.

The masses are $11.0093$ u for boron-11, $74.9216$ u for arsenic-75 and $27.9769$ u for silicon-28, the most abundant silicon isotope.

(a) Find the fraction $k$ of the energy $E$ that the silicon atom receives in a head-on collision, and state what the force must do for the result to hold.

(b) Show that $k$ is about 81 percent for boron-11 and about 79 percent for arsenic-75. Find the recoil energies for 30 keV boron and 100 keV arsenic, and describe the motion of each ion after the collision.

(c) Explain why a light ion and a heavy ion give such similar fractions. Does boron transfer the larger fraction to every silicon isotope?

(d) Show that a collision that is not head-on transfers less, and estimate how closely the ion must be aimed to transfer at least half of the maximum.

(e) Estimate how far electronic excitation, the motion and binding of the silicon atom, and relativity change the two percentages.

## Solution

### (a) The transferred fraction

The whole motion takes place on one line. Let $v'$ be the velocity of the ion after the collision and $w$ that of the silicon atom, both positive in the direction of the incoming ion. The two atoms are far apart before and after, so their interaction energy vanishes at both times. Conservation of momentum and of kinetic energy then gives

$$mv=mv'+Mw,\qquad \tfrac12mv^2=\tfrac12mv'^2+\tfrac12Mw^2 .$$

Move the ion's terms to the left, and multiply the energy equation by 2:

$$m(v-v')=Mw,\qquad m(v-v')(v+v')=Mw^2 .$$

Replacing $m(v-v')$ in the second equation by $Mw$, from the first, gives

$$Mw(v+v')=Mw^2 .$$

There are two solutions. One is $w=0$, and then $v'=v$: the atoms have passed without a lasting effect. The other is

$$v+v'=w,\qquad\text{or}\qquad v'-w=-v .$$

Here the relative velocity has changed sign. Conservation laws alone do not choose between the two; the force does. In the relative motion, the available energy is

$$E_{\rm rel}=\frac12\,\frac{mM}{m+M}\,v^2=\frac{M}{m+M}\,E .$$

If the repulsive potential reaches $E_{\rm rel}$ at some distance, the relative motion stops there and reverses, and the second solution applies. If the potential stays below $E_{\rm rel}$ everywhere, the ion passes through and the first applies.

For the second solution, insert $v'=w-v$ into the momentum equation $m(v-v')=Mw$:

$$m(2v-w)=Mw\quad\Rightarrow\quad w=\frac{2m}{m+M}\,v,\qquad v'=w-v=\frac{m-M}{m+M}\,v .$$

The fraction received by the silicon atom is therefore

$$k=\frac{\tfrac12Mw^2}{\tfrac12mv^2}=\frac{M}{m}\,\frac{4m^2}{(m+M)^2}=\frac{4mM}{(m+M)^2}.$$

Neither the ion's energy nor the shape of the potential appears. The independence of the shape was tested, at one energy for each ion, by integrating Newton's equations for both atoms with two force laws. One was a screened nuclear repulsion, given in part (d). The other was a Gaussian hill three times as high as $E_{\rm rel}$. Both gave $0.810583$ for boron and $0.791861$ for arsenic. A Gaussian hill of height $\tfrac12E_{\rm rel}$ let the ion through, and the transfer was zero to numerical accuracy.

For real atoms the Coulomb repulsion of the nuclei provides the reversal. With the potential of part (d), the closest approach is $0.0036$ nm for 30 keV boron and $0.0107$ nm for 100 keV arsenic. These distances are thousands of femtometres, whereas nuclei measure a few femtometres, so nuclear forces play no part.

### (b) Boron and arsenic

Mass numbers already suffice for two digits:

$$k_{\rm B}\approx\frac{4\cdot11\cdot28}{39^2}=\frac{1232}{1521}=0.810,\qquad
k_{\rm As}\approx\frac{4\cdot75\cdot28}{103^2}=\frac{8400}{10609}=0.792 .$$

The given masses lead to $k_{\rm B}=0.8106$ and $k_{\rm As}=0.7919$, that is, about 81 and 79 percent, as was to be shown.

The recoil energies are

$$0.8106\times30\ \text{keV}=24.3\ \text{keV},\qquad 0.7919\times100\ \text{keV}=79.2\ \text{keV}.$$

The boron ion keeps $5.7$ keV and the arsenic ion $20.8$ keV. The velocities after the collision follow from $v'/v=(m-M)/(m+M)$:

$$\frac{v'_{\rm B}}{v}=-0.435,\qquad \frac{v'_{\rm As}}{v}=+0.456 .$$

Boron is lighter than silicon and bounces back. Arsenic is heavier and continues forward. The squares of these numbers, $0.189$ and $0.208$, are the energy fractions that the ions keep, and they complete $k$ to one.

### (c) Why the fractions are similar

With the mass ratio $r=m/M$, the result reads

$$k(r)=\frac{4r}{(1+r)^2}=1-\left(\frac{1-r}{1+r}\right)^2 ,$$

where the second form follows from $(1+r)^2-(1-r)^2=4r$. Replacing $r$ by $1/r$ and multiplying numerator and denominator by $r^2$ gives

$$k(1/r)=\frac{4/r}{(1+1/r)^2}=\frac{4r}{(r+1)^2}=k(r).$$

The fraction thus depends on how unequal the masses are, and not on which atom is the heavier. It equals one for equal masses, when the ion stops and the silicon atom takes over its motion. It falls as the ratio of the heavier to the lighter mass grows, towards $4m/M$ for a very light ion and $4M/m$ for a very heavy one. Silicon-28 is $2.54$ times as heavy as boron-11, and arsenic-75 is $2.68$ times as heavy as silicon-28. These ratios are close, so the fractions are close; the boron ratio is nearer to one, so boron transfers slightly more.

To find where the order changes, set $k(r_1)=k(r_2)$ for two ions with $r_1\neq r_2$. Cross-multiplication gives

$$r_1(1+r_2)^2=r_2(1+r_1)^2 .$$

The terms $2r_1r_2$ on both sides cancel, leaving

$$r_1-r_2+r_1r_2^2-r_2r_1^2=(r_1-r_2)(1-r_1r_2)=0 .$$

Hence $r_1r_2=1$, or

$$M^2=m_{\rm B}m_{\rm As},\qquad M=\sqrt{11.0093\times74.9216}\ \text{u}=28.72\ \text{u}.$$

Silicon-28 lies below this mass, while silicon-29 and silicon-30 lie above it. For the two heavier isotopes, the order is reversed:

| Isotope | Share | $k$, boron | $k$, arsenic |
|---|---|---|---|
| Si-28 | 92 % | 0.811 | 0.792 |
| Si-29 | 5 % | 0.798 | 0.804 |
| Si-30 | 3 % | 0.786 | 0.816 |

So boron does not transfer the larger fraction to every isotope. The averages weighted by abundance are $0.809$ and $0.793$, which still round to 81 and 79 percent.

### (d) Collisions that are not head-on

View the collision from the centre of mass, which moves with velocity $V_c=mv/(m+M)$ along the beam direction $\hat{\mathbf e}$. In this frame the silicon atom first has velocity $-V_c\hat{\mathbf e}$. An elastic collision preserves its speed there and turns its direction by an angle $\theta$, so that afterwards it has velocity $-V_c\hat{\mathbf e}'$, with $\hat{\mathbf e}\cdot\hat{\mathbf e}'=\cos\theta$. Back in the laboratory, its velocity is

$$\mathbf w=V_c(\hat{\mathbf e}-\hat{\mathbf e}'),\qquad
|\mathbf w|^2=V_c^2(2-2\cos\theta)=4V_c^2\sin^2\frac{\theta}{2}.$$

The recoil energy becomes

$$T=\frac12M|\mathbf w|^2=\frac12M\,\frac{4m^2v^2}{(m+M)^2}\sin^2\frac{\theta}{2}=kE\sin^2\frac{\theta}{2}.$$

Since the sine squared is at most one, $kE$ is the largest possible transfer. It requires $\theta=180^\circ$, the reversal found in part (a). Half of it is transferred at $\theta=90^\circ$.

Unlike $k$, the angle depends on the potential $V(r)$. Let $\mu=mM/(m+M)$ be the reduced mass and $\varphi$ the polar angle of the separation. Angular momentum conservation, $\mu r^2\dot\varphi=\mu vp$, gives $\dot\varphi=vp/r^2$. The energy of the angular motion is then $\tfrac12\mu r^2\dot\varphi^2=E_{\rm rel}\,p^2/r^2$, and energy conservation gives

$$|\dot r|=v\sqrt{1-\frac{V(r)}{E_{\rm rel}}-\frac{p^2}{r^2}} .$$

The separation vector turns by $\int|\dot\varphi/\dot r|\,dr$ on the way in and by the same amount on the way out. Without deflection the total would be $\pi$; the deficit is the scattering angle:

$$\theta=\pi-2p\int_{r_{\min}}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_{\rm rel}-p^2/r^2}} ,$$

where the square root vanishes at the closest approach $r_{\min}$. For $p>0$ the subtracted term is positive, so $\theta<180^\circ$; a repulsive force also keeps $\theta$ from being negative. A collision that is not head-on therefore transfers less than $kE$.

For $V$, take the Ziegler–Biersack–Littmark universal potential, a fitted model of the nuclear repulsion screened by the electrons. In Hartree atomic units, with nuclear charges $Z_1$ and $Z_2=14$,

$$V(r)=\frac{Z_1Z_2}{r}\left(0.1818\,e^{-3.2x}+0.5099\,e^{-0.9423x}+0.2802\,e^{-0.4029x}+0.02817\,e^{-0.2016x}\right),$$

$$x=\frac{r}{a},\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}} .$$

For both ions, $\theta$ falls steadily as $p$ grows in this potential. At least half of the maximum is therefore transferred whenever $p$ does not exceed the value $p_{1/2}$ at which $\theta=90^\circ$. Solving for it numerically gives

$$p_{1/2}=0.0019\ \text{nm for 30 keV boron},\qquad p_{1/2}=0.0062\ \text{nm for 100 keV arsenic}.$$

At twice these distances, the transferred fractions of $E$ are down to $0.15$ and $0.13$. Trajectories computed in the laboratory frame agreed with $kE\sin^2(\theta/2)$ at both distances, within $10^{-4}$ of $E$.

These targets are tiny. Silicon has about $n=50$ atoms per nm³. In a solid with randomly placed atoms, an ion held at its initial energy would travel on average

$$\ell=\frac{1}{n\pi p_{1/2}^2}$$

between collisions that transfer at least half of the maximum. This is about $1.7$ µm for boron and $0.17$ µm for arsenic. These numbers depend on the fitted potential: other common screening functions (Molière, Kr–C) move $p_{1/2}$ and the closest approaches of part (a) by up to about 3 percent, and $\ell$ by up to about 7 percent.

### (e) What the model leaves out

**Electronic excitation.** Suppose that an energy $Q$ goes into the electrons during a head-on collision. The relative motion then ends with energy $E_{\rm rel}-Q$, and the relative speed falls from $v$ to $fv$, with $f=\sqrt{1-Q/E_{\rm rel}}$. The silicon atom's velocity is that of the centre of mass plus its share $m/(m+M)$ of the relative speed:

$$w=\frac{mv}{m+M}+\frac{m}{m+M}\,fv=\frac{mv}{m+M}(1+f),\qquad
T=\tfrac12Mw^2=kE\left(\frac{1+f}{2}\right)^2 .$$

For $Q\ll E_{\rm rel}$, $f\approx1-Q/(2E_{\rm rel})$, and the relative reduction of $T$ is about $Q/(2E_{\rm rel})$.

An estimate of $Q$ needs a model. The Lindhard–Scharff formula gives the electronic stopping cross-section, and the Oen–Robinson model distributes it over impact parameters. In atomic units, for a head-on collision,

$$S_e=\frac{8\pi Z_1^{1/6}Z_1Z_2\,v}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}},\qquad
Q=\frac{0.045\,S_e}{\pi a_L^2}\,e^{-0.3\,r_{\min}/a_L},\qquad
a_L=\frac{0.8854}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}} .$$

The prefactor is set by the requirement that straight paths at all impact parameters add up to $S_e$. Indeed, $\int_0^\infty2\pi p\,e^{-0.3p/a_L}dp=2\pi a_L^2/0.09$, and multiplication by $0.045/(\pi a_L^2)$ gives one.

The results are $Q\approx0.12$ keV for boron, with $E_{\rm rel}=21.5$ keV, and $Q\approx0.45$ keV for arsenic, with $E_{\rm rel}=27.2$ keV. The relative reductions are

$$\frac{0.12}{2\times21.5}\approx0.3\,\%,\qquad \frac{0.45}{2\times27.2}\approx0.8\,\% ,$$

and the fractions become $0.808$ and $0.785$. With this $Q$, the boron figure remains 81 percent; it would round to 80 percent if $Q$ exceeded about $0.3$ keV. The arsenic figure now lies on the border between 78 and 79 percent. $Q$ depends strongly on the model. Firsov's electron-friction model, followed along the head-on path, gives about $0.23$ keV for boron and $0.33$ keV for arsenic, and its closed formula for straight paths gives about $0.37$ and $0.78$ keV. The last digit is therefore not secure for either ion in a real collision at these energies. The values of 81 and 79 percent belong to the elastic model.

**Motion of the silicon atom.** Let the atom have velocity $u$ along the beam before the collision. The centre of mass moves with $(mv+Mu)/(m+M)$, and reversing the relative velocity $v-u$ gives

$$w=\frac{mv+Mu}{m+M}+\frac{m(v-u)}{m+M}=\frac{2mv+(M-m)u}{m+M}.$$

To first order in $u$, the energy gained is

$$\tfrac12M(w^2-u^2)\approx\tfrac12M\,\frac{4m^2v^2+4m(M-m)vu}{(m+M)^2}=kE\left(1+\frac{M-m}{m}\,\frac{u}{v}\right).$$

For a vibration of angular frequency $\omega$ at temperature $T_0$, half of the mean energy is kinetic, so

$$M\langle u^2\rangle=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT_0} .$$

This expression grows with $\omega$. Assigning the rough top phonon energy of silicon, 64 meV, to every vibration therefore gives an upper estimate: $0.36$ km/s at 300 K. The ions move at $725$ km/s (boron) and $508$ km/s (arsenic). The relative changes of $k$ for an atom moving along the beam at this speed are $+0.08$ and $-0.04$ percent. They change sign if the atom moves against the beam.

**Binding and relativity.** As a rough value, take 15 eV for the energy needed to remove a silicon atom from its lattice site. This is $0.06$ percent of the boron recoil energy and $0.02$ percent of the arsenic one, so the atom may be treated as free. The ratio grows as $1/E$: for 1 keV boron it would be about 2 percent. Solving the relativistic conservation laws changes $k$ by less than $10^{-4}$ percent of its value for both ions.

### The numbers beside a real implant

In the elastic model, the percentages are the same at every non-relativistic energy at which the repulsion turns the relative motion back. Of the assumptions examined here, the one that real implants break most strongly is the head-on aim. Boron of 30 keV comes to rest at a depth of roughly 0.1 µm. Its path is longer than this depth, because the ion is deflected, but still far shorter than the 1.7 µm found above. A boron ion is therefore unlikely to undergo a collision that transfers half of the maximum while its energy is still close to the initial value. Arsenic is different. An estimate with the potential of part (d) and the Lindhard–Scharff stopping gives a total path of about 0.08 µm at 100 keV, roughly half of its $\ell$, and about one arsenic ion in three transfers at least half of the current maximum in some collision before its energy has halved. The path $\ell$ shortens as the ion slows, because $V/E_{\rm rel}$ grows, so by the time the energy has fallen to a tenth, most arsenic ions and nearly half of the boron ions have had such a collision. The estimate does not apply to ions channelled between the rows of a crystal. The 81 and 79 percent are thus upper limits for a single elastic collision with silicon-28 at rest, not typical losses. The remaining figures are in the numerical output below.

## Numbers as computed

```
quantity (unit)                            B-11       As-75
ion mass (u)                          11.009305   74.921595
ion energy (keV)                           30.0       100.0
ion speed (km/s)                          725.1       507.5
mass ratio, heavier/lighter              2.5412      2.6780
fraction from mass numbers               0.8100      0.7918
fraction k, Si-28                        0.8106      0.7919
fraction k, trajectory, ZBL            0.810583    0.791861
fraction k, trajectory, Gaussian       0.810583    0.791861
fraction, penetrable barrier            4.3e-33     2.3e-33
fraction k, Si-29                        0.7981      0.8044
fraction k, Si-30                        0.7859      0.8164
fraction k, natural-Si mean              0.8092      0.7932
recoil energy (keV)                       24.32       79.19
ion energy kept (keV)                      5.68       20.81
ion final/initial velocity              -0.4352      0.4562
relative-motion energy (keV)              21.53       27.19
head-on closest approach (nm)           0.00358     0.01071
half-transfer impact param. (nm)        0.00193     0.00616
path per such collision (nm)               1712         168
fraction at twice that param.            0.1515      0.1265
electronic loss Q, rough (eV)               120         454
fraction with electronic loss            0.8083      0.7852
target rms speed, upper (km/s)            0.361       0.361
target-motion shift of k (%)              0.077      -0.045
displacement/recoil energy (%)            0.062       0.019
relativistic shift of k (%)             2.8e-05     1.5e-05
Si-28: mass 27.976927 u, share 92.22 %
Si-29: mass 28.976495 u, share 4.69 %
Si-30: mass 29.973770 u, share 3.09 %
silicon mass for equal fractions: 28.7199 u
temperature: 300 K
rough top phonon energy: 64 meV
rough displacement energy: 15 eV
rough lattice constant: 0.543 nm
silicon atom density: 50.0 per nm^3
```
